# Brillouin-zone origin and Berry-phase polarization in a Chern insulator: test program

```python
"""Origin dependence of Berry-phase polarization in a 2D Chern insulator.

Result under test:  P[k0 + dk] - P[k0] = -(e C / 2 pi) z x dk,
modulo e R / S (R: lattice vector, S: cell area, C: Chern number).
Wavevector k = s1 b1 + s2 b2. Electron charge is -e. Centres x1, x2 are the
cell-averaged Berry phases / 2 pi, and P = -(e/S) (x1 a1 + x2 a2).
Berry connection A = i <u|du>; C = integral of (d1 A2 - d2 A1) / 2 pi.
Energies in meV, lengths in nm, times in ps, polarization in e/nm.
The phases are found from overlaps, C from matrix elements of dH, and
transported charge from the time-dependent Schroedinger equation.
"""
import numpy as np
from scipy import constants as const

PERIOD = 5.0
HOPS = (5.0, 4.0, 3.0)
T2 = 1.0
MASS = 1.0
MASS_END = 2.5
TEMPERATURE = 1.0
PERMITTIVITY = 10.0
HBAR = const.hbar / const.e * 1e15          # meV ps
KT = const.k * TEMPERATURE / const.e * 1e3  # meV
TO_PC_PER_M = const.e / 1e-9 * 1e12         # e/nm to pC/m

lattice = PERIOD * np.array([[1.0, 0.0], [0.5, np.sqrt(3) / 2]])
area = np.linalg.det(lattice)
reciprocal = 2 * np.pi * np.linalg.inv(lattice).T
BONDS = np.array([[1, 1], [-2, 1], [1, -2]]) / 3.0
LOOPS = np.array([[1, 0], [-1, 1], [0, -1]], dtype=float)
SITES = np.array([[0.0, 0.0], [1 / 3, 1 / 3]])


def pack(diagonal, offdiagonal):
    """Traceless Hermitian 2x2 matrices."""
    h = np.empty(diagonal.shape + (2, 2), dtype=complex)
    h[..., 0, 0] = diagonal
    h[..., 1, 1] = -diagonal
    h[..., 0, 1] = offdiagonal
    h[..., 1, 0] = np.conj(offdiagonal)
    return h


def haldane(s, mass=MASS, t2=T2):
    """Hamiltonian and its derivatives with respect to s1, s2."""
    diag = np.full(s.shape[:-1], float(mass))
    off = np.zeros(s.shape[:-1], dtype=complex)
    ddiag = [np.zeros_like(diag) for _ in range(2)]
    doff = [np.zeros_like(off) for _ in range(2)]
    for hop, bond in zip(HOPS, BONDS):
        term = hop * np.exp(2j * np.pi * (s @ bond))
        off += term
        for i in range(2):
            doff[i] += 2j * np.pi * bond[i] * term
    for loop in LOOPS:
        angle = 2 * np.pi * (s @ loop)
        diag -= 2 * t2 * np.sin(angle)
        for i in range(2):
            ddiag[i] -= 4 * np.pi * t2 * loop[i] * np.cos(angle)
    return pack(diag, off), [pack(ddiag[i], doff[i]) for i in range(2)]


def bilayer(s):
    """Two unequal coupled layers; two of four bands are filled."""
    top, dtop = haldane(s, 1.0)
    bottom, dbottom = haldane(s, 2.0)

    def join(upper, lower, coupling):
        h = np.zeros(s.shape[:-1] + (4, 4), dtype=complex)
        h[..., :2, :2] = upper
        h[..., 2:, 2:] = lower
        h[..., :2, 2:] = coupling * np.eye(2)
        h[..., 2:, :2] = coupling * np.eye(2)
        return h

    return (join(top, bottom, 0.6),
            [join(dtop[i], dbottom[i], 0.0) for i in range(2)])


def mesh(n):
    points = np.arange(n) / n
    return np.stack(np.meshgrid(points, points, indexing="ij"), axis=-1)


def curvature(model, s):
    """Summed Berry curvature of the lower half of the bands."""
    h, dh = model(s)
    energy, vec = np.linalg.eigh(h)
    nocc = h.shape[-1] // 2
    bra = np.conj(np.swapaxes(vec, -1, -2))
    v1, v2 = bra @ dh[0] @ vec, bra @ dh[1] @ vec
    total = np.zeros(s.shape[:-1])
    for n in range(nocc):
        for m in range(nocc, h.shape[-1]):
            total += -2 * np.imag(v1[..., n, m] * v2[..., m, n]) / (
                energy[..., n] - energy[..., m]) ** 2
    return total


def chern_number(model):
    return curvature(model, mesh(120)).mean() / (2 * np.pi)


def string_phases(model, axis, start, across, npar):
    """Berry phases of closed strings along one axis, followed in 'across'."""
    s = np.empty((len(across), npar, 2))
    s[..., axis] = start + np.arange(npar) / npar
    s[..., 1 - axis] = np.asarray(across)[:, None]
    vec = np.linalg.eigh(model(s)[0])[1]
    size = vec.shape[-1]
    occ = vec[..., :size // 2]
    position = np.tile(SITES[:, axis], size // 2)
    closing = occ[:, :1] * np.exp(-2j * np.pi * position)[:, None]
    following = np.concatenate([occ[:, 1:], closing], axis=1)
    overlap = np.conj(np.swapaxes(occ, -1, -2)) @ following
    det = np.linalg.det(overlap)
    return np.unwrap(-np.angle(np.prod(det / np.abs(det), axis=1)))


def centres(model, origin, npar=240, nacross=60):
    """Cell-averaged electron centres for a cell with the given corner."""
    result = []
    for axis in range(2):
        across = origin[1 - axis] + np.linspace(0, 1, nacross + 1)
        phase = string_phases(model, axis, origin[axis], across, npar)
        mean = (phase.sum() - 0.5 * (phase[0] + phase[-1])) / nacross
        result.append(mean / (2 * np.pi))
    return np.array(result)


def fold(x):
    return x - np.round(x)


def to_polarization(x):
    return -(x @ lattice) / area


def predicted_change(chern, shift):
    dk = np.asarray(shift) @ reciprocal
    return -chern / (2 * np.pi) * np.array([-dk[1], dk[0]])


def transported(mass_end, shift, duration=10.0, steps=1000, n=36):
    """Electron displacement, in lattice vectors, from real-time evolution."""
    s = mesh(n).reshape(-1, 2)
    psi = np.linalg.eigh(haldane(s)[0])[1][..., :1]
    dt = duration / steps
    moved = np.zeros(2)
    for j in range(steps):
        t = (j + 0.5) / steps
        f = t ** 3 * (10 - 15 * t + 6 * t * t)
        h, dh = haldane(s + f * np.asarray(shift),
                        MASS + f * (mass_end - MASS))
        eps = np.sqrt(h[:, 0, 0].real ** 2 + np.abs(h[:, 0, 1]) ** 2)
        angle = eps * dt / (2 * HBAR)
        half = (np.cos(angle)[:, None, None] * np.eye(2)
                - 1j * (np.sin(angle) / eps)[:, None, None] * h)
        middle = half @ psi
        end = half @ middle
        for i in range(2):
            for state, weight in ((psi, 1 / 6), (middle, 4 / 6), (end, 1 / 6)):
                value = np.sum(np.conj(state) * (dh[i] @ state)).real / len(s)
                moved[i] += weight * value * dt / (2 * np.pi * HBAR)
        psi = end
    return moved


# Law for several topological classes, origins and shift directions.
models = {
    "example": haldane,
    "reversed second-neighbour hopping": lambda s: haldane(s, MASS, -T2),
    "large sublattice energy (8 meV)": lambda s: haldane(s, 8.0, T2),
    "coupled bilayer, two filled bands": bilayer,
}
base = np.array([0.07, 0.13])
shifts = [(0.25, 0.0), (0.0, 0.4), (0.3, -0.2), (1.0, 0.0)]
chern_values = {}
worst = 0.0
for name, model in models.items():
    chern = chern_number(model)
    assert abs(chern - round(chern)) < 1e-6
    chern_values[name] = chern
    for axis, sign in ((0, -1), (1, 1)):
        phase = string_phases(model, axis, 0.0, np.linspace(0, 1, 61), 240)
        assert abs((phase[-1] - phase[0]) / (2 * np.pi) - sign * chern) < 1e-6
    reference = centres(model, base)
    for shift in shifts:
        change = to_polarization(centres(model, base + shift) - reference)
        error = change - predicted_change(chern, shift)
        residual = fold(area * error @ np.linalg.inv(lattice))
        worst = max(worst, np.max(np.abs(residual)))
assert worst < 1e-6
assert [abs(round(c)) for c in chern_values.values()] == [1, 1, 0, 2]
assert round(chern_values["example"]) == -round(
    chern_values["reversed second-neighbour hopping"])

# Local slope of the string phases against integrated curvature.
slopes = []
for axis, sign in ((0, -1), (1, 1)):
    where, step = 0.37, 1e-3
    pair = string_phases(haldane, axis, 0.0, [where - step, where + step], 1200)
    slope = (pair[1] - pair[0]) / (2 * step)
    line = np.empty((1200, 2))
    line[:, axis] = np.arange(1200) / 1200
    line[:, 1 - axis] = where
    integral = sign * curvature(haldane, line).mean()
    assert abs(slope - integral) < 5e-3 * max(1.0, abs(integral))
    slopes.append((slope, integral))

# At a fixed origin, polarization differences equal the pumped charge.
pumped = transported(MASS_END, (0.0, 0.0))
fixed_origin = []
for origin in (np.array([0.0, 0.0]), np.array([0.3, 0.1])):
    final = centres(lambda s: haldane(s, MASS_END), origin, 1200)
    fixed_origin.append(fold(final - centres(haldane, origin, 1200)))
    assert np.max(np.abs(fixed_origin[-1] - pumped)) < 1e-4
assert np.linalg.norm(pumped) > 1e-3

# A field pulse that moves every wavevector transports the same charge.
chern = chern_values["example"]
oblique = np.array([0.3, -0.2])
driven = transported(MASS, oblique)
driven_p = to_polarization(driven)
assert np.max(np.abs(driven_p - predicted_change(chern, oblique))) < 1e-4

# Worked example, following one branch as the origin moves along b1.
track = []
for delta in np.linspace(0, 1, 5):
    x = centres(haldane, np.array([delta, 0.0]), 1200)
    if track:
        x = track[-1] + fold(x - track[-1])
    track.append(x)
quarter = to_polarization(track[1] - track[0])
quarter_dk = np.array([0.25, 0.0]) @ reciprocal
oblique_dk = oblique @ reciprocal
oblique_p = to_polarization(fold(centres(haldane, oblique, 1200) - track[0]))
assert abs(quarter @ quarter_dk) < 1e-6
assert abs(oblique_p @ oblique_dk) < 1e-6

# Sizes of neglected effects.
levels = np.linalg.eigvalsh(haldane(mesh(240))[0])
gap = levels[..., 1].min() - levels[..., 0].max()
gap_end = 2 * np.linalg.eigvalsh(
    haldane(mesh(240), MASS_END)[0])[..., 1].min()
assert gap > 0 and gap_end > 0
thermal = np.mean(1 / (np.exp(levels[..., 1] / KT) + 1))
dirac_slope = np.sqrt(3) / 2 * np.mean(HOPS) * PERIOD
tunnel_field = np.pi * (gap / 2) ** 2 / dirac_slope * 10
pulse_field = HBAR * np.linalg.norm(oblique_dk) * (15 / 8) / 10.0 * 10
coulomb = const.e / (4 * np.pi * const.epsilon_0 * PERMITTIVITY
                     * PERIOD * 1e-9) * 1e3


def show(vector, digits=5):
    return ", ".join(f"{np.round(v, digits) + 0.0:.{digits}f}" for v in vector)


print(f"lattice period: {PERIOD:.1f} nm; cell area: {area:.4f} nm^2")
print(f"neighbour hoppings: {show(HOPS, 1)} meV")
print(f"second-neighbour hopping: {T2:.1f} meV, phase pi/2")
print(f"sublattice energy: {MASS:.1f} meV; band gap: {gap:.3f} meV")
print(f"length of b1: {np.linalg.norm(reciprocal[0]):.5f} nm^-1")
for name, value in chern_values.items():
    print(f"Chern number, {name}: {np.round(value, 6) + 0.0:.6f}")
print(f"largest error of shift law, all cases: {worst:.1e} lattice vectors")
for axis, (slope, integral) in enumerate(slopes):
    print(f"string phase {axis + 1} slope at 0.37: {slope:.4f} rad;"
          f" from curvature: {integral:.4f} rad")
for delta, x in zip(np.linspace(0, 1, 5), track):
    print(f"origin {delta:.2f} b1: x1, x2 = {show(x)} (dimensionless)")
    print(f"  electronic Px, Py = {show(to_polarization(x))} e/nm")
print(f"shift 0.25 b1: dk = {show(quarter_dk)} nm^-1")
print(f"  change of P, overlaps: {show(quarter)} e/nm")
print(f"  change of P, formula: "
      f"{show(predicted_change(chern, (0.25, 0)))} e/nm")
print(f"  size of change: {np.linalg.norm(quarter):.5f} e/nm"
      f" = {np.linalg.norm(quarter) * TO_PC_PER_M:.3f} pC/m")
print(f"polarization quantum e|a2|/S: {PERIOD / area:.5f} e/nm")
print(f"shift 0.3 b1 - 0.2 b2: dk = {show(oblique_dk)} nm^-1")
print(f"  change of P, overlaps: {show(oblique_p)} e/nm")
print(f"  change of P, formula: "
      f"{show(predicted_change(chern, oblique))} e/nm")
print(f"  charge moved by field pulse: {show(driven_p)} e/nm")
print(f"pulse duration: 10 ps; peak field: {pulse_field:.3f} kV/cm")
print(f"sublattice energy raised to {MASS_END:.1f} meV; gap {gap_end:.3f} meV")
print(f"  pumped x1, x2: {show(pumped, 6)} (dimensionless)")
print(f"  fixed origin (0, 0): {show(fixed_origin[0], 6)} (dimensionless)")
print(f"  fixed origin (0.3, 0.1): {show(fixed_origin[1], 6)} (dimensionless)")
print(f"temperature: {TEMPERATURE:.1f} K; kT: {KT:.4f} meV")
print(f"thermal electrons in upper band: {thermal:.1e} per cell")
print(f"interband tunnelling field scale: {tunnel_field:.1f} kV/cm")
print(f"relative permittivity assumed: {PERMITTIVITY:.0f}")
print(f"Coulomb energy at one period: {coulomb:.1f} meV;"
      f" ratio to gap: {coulomb / gap:.2f}")
print("checks complete")
```

Running it gives:

```
lattice period: 5.0 nm; cell area: 21.6506 nm^2
neighbour hoppings: 5.0, 4.0, 3.0 meV
second-neighbour hopping: 1.0 meV, phase pi/2
sublattice energy: 1.0 meV; band gap: 3.862 meV
length of b1: 1.45104 nm^-1
Chern number, example: -1.000000
Chern number, reversed second-neighbour hopping: 1.000000
Chern number, large sublattice energy (8 meV): 0.000000
Chern number, coupled bilayer, two filled bands: -2.000000
largest error of shift law, all cases: 4.4e-16 lattice vectors
string phase 1 slope at 0.37: 5.0986 rad; from curvature: 5.0986 rad
string phase 2 slope at 0.37: -8.6062 rad; from curvature: -8.6059 rad
origin 0.00 b1: x1, x2 = 0.66652, -0.32979 (dimensionless)
  electronic Px, Py = -0.11585, 0.06596 e/nm
origin 0.25 b1: x1, x2 = 0.66652, -0.57979 (dimensionless)
  electronic Px, Py = -0.08698, 0.11596 e/nm
origin 0.50 b1: x1, x2 = 0.66652, -0.82979 (dimensionless)
  electronic Px, Py = -0.05811, 0.16596 e/nm
origin 0.75 b1: x1, x2 = 0.66652, -1.07979 (dimensionless)
  electronic Px, Py = -0.02924, 0.21596 e/nm
origin 1.00 b1: x1, x2 = 0.66652, -1.32979 (dimensionless)
  electronic Px, Py = -0.00038, 0.26596 e/nm
shift 0.25 b1: dk = 0.31416, -0.18138 nm^-1
  change of P, overlaps: 0.02887, 0.05000 e/nm
  change of P, formula: 0.02887, 0.05000 e/nm
  size of change: 0.05774 e/nm = 9.250 pC/m
polarization quantum e|a2|/S: 0.23094 e/nm
shift 0.3 b1 - 0.2 b2: dk = 0.37699, -0.50786 nm^-1
  change of P, overlaps: 0.08083, 0.06000 e/nm
  change of P, formula: 0.08083, 0.06000 e/nm
  charge moved by field pulse: 0.08082, 0.06001 e/nm
pulse duration: 10 ps; peak field: 0.781 kV/cm
sublattice energy raised to 2.5 meV; gap 3.071 meV
  pumped x1, x2: -0.000221, 0.005243 (dimensionless)
  fixed origin (0, 0): -0.000218, 0.005240 (dimensionless)
  fixed origin (0.3, 0.1): -0.000218, 0.005240 (dimensionless)
temperature: 1.0 K; kT: 0.0862 meV
thermal electrons in upper band: 2.6e-13 per cell
interband tunnelling field scale: 6.8 kV/cm
relative permittivity assumed: 10
Coulomb energy at one period: 28.8 meV; ratio to gap: 7.46
checks complete
```
